# Recovering a film's extinction coefficient from the decay of its growth fringes

## Problem

A film of complex index \(N=n+ik\) is deposited on a thick, transparent substrate of index \(n_s\). During growth a laser of vacuum wavelength \(\lambda\) strikes it at normal incidence from the vacuum side, and the reflectance \(R\) is recorded. Fields vary in time as \(e^{-i\omega t}\), so a positive \(k\) means absorption. The film is uniform with smooth parallel faces, \(n\) and \(k\) stay constant during growth, and the back of the substrate returns no light. The absorption is weak: \(k\ll n\) and \(k\ll |n-n_s|\). One fringe is the thickness step \(\lambda/(2n)\).

(a) Show that the interference amplitude falls by the factor \(e^{-2\pi k/n}\) per fringe, and state when the visible reflectance fringe does the same.

(b) Include all multiple reflections, for \(n>n_s\). Find the reflectance at the maxima and minima, and the correction to the simple law.

(c) Devise a way to obtain both \(n\) and \(k\) from the turning points of the trace, without knowing the thickness or the growth rate.

(d) Apply it to the synthetic trace below, made with \(\lambda=650\) nm and \(n_s=1.5\). There was one reading per second, with random noise of rms 0.001 in \(R\). The trace was smoothed by fitting a parabola to 41 successive readings around each instant. Turning points are numbered \(j=1,2,\dots\) from the start of growth.

| \(j\) | maximum \(R_j\) | \(j\) | minimum \(R_j\) |
|---|---|---|---|
| 1 | 0.6641 | 2 | 0.0763 |
| 3 | 0.6229 | 4 | 0.1121 |
| 5 | 0.5870 | 6 | 0.1453 |
| 7 | 0.5555 | 8 | 0.1754 |
| 9 | 0.5283 | 10 | 0.2011 |
| 11 | 0.5041 | 12 | 0.2239 |
| 13 | 0.4842 | 14 | 0.2436 |
| 15 | 0.4665 | 16 | 0.2603 |

(e) Estimate how imperfections of a real deposition would change the answer.

## Solution

### (a) The interference amplitude

Let the film occupy \(0<z<d\), with vacuum at \(z<0\), and let \(K=2\pi/\lambda\). The fields are

\[
E=\begin{cases}e^{iKz}+r\,e^{-iKz}, & z<0,\\ A\,e^{iNKz}+B\,e^{-iNKz}, & 0<z<d,\\ C\,e^{in_sK(z-d)}, & z>d.\end{cases}
\]

The tangential electric and magnetic fields are continuous. In non-magnetic media this means that \(E\) and \(dE/dz\) are continuous. With \(\beta=NKd\), the conditions at \(z=d\) are

\[
Ae^{i\beta}+Be^{-i\beta}=C,\qquad N\left(Ae^{i\beta}-Be^{-i\beta}\right)=n_sC .
\]

Eliminating \(C\) gives

\[
Be^{-i\beta}=r_{12}\,Ae^{i\beta},\qquad r_{12}=\frac{N-n_s}{N+n_s}.
\]

Hence \(B=pA\), with \(p=r_{12}e^{2i\beta}\). The quantity \(p\) is the amplitude returned to the front face by one round trip through the film. At \(z=0\) the conditions are

\[
1+r=A(1+p),\qquad 1-r=NA(1-p).
\]

Dividing the second by the first and solving for \(r\),

\[
r=\frac{(1+p)-N(1-p)}{(1+p)+N(1-p)}
=\frac{(1-N)+(1+N)p}{(1+N)+(1-N)p}.
\]

Division of numerator and denominator by \(1+N\) gives

\[
r=\frac{r_{01}+p}{1+r_{01}p},\qquad r_{01}=\frac{1-N}{1+N}.
\]

All the thickness dependence sits in \(p\). Since \(2i\beta=4\pi i(n+ik)d/\lambda\),

\[
p=r_{12}\,e^{-4\pi kd/\lambda}\,e^{i\phi},\qquad \phi=\frac{4\pi nd}{\lambda}.
\]

One fringe is a step of \(2\pi\) in \(\phi\), that is \(\Delta d=\lambda/(2n)\). Over this step \(|p|\) is multiplied by

\[
q=\exp\!\left(-\frac{4\pi k}{\lambda}\,\frac{\lambda}{2n}\right)=e^{-2\pi k/n}.
\]

The wavelength has cancelled. The factor belongs to a field amplitude, because interference is the product of the front-face field and the first power of the returned field. The intensity of the returned beam, \(|p|^2\), falls by \(q^2=e^{-4\pi k/n}\) per fringe, as the absorption coefficient \(4\pi k/\lambda\) and the path \(2\Delta d\) require.

To connect \(p\) with the measured reflectance, expand to first order in \(p\). From \(1/(1+r_{01}p)\approx1-r_{01}p\),

\[
r\approx r_{01}+(1-r_{01}^2)\,p,\qquad
R\approx|r_{01}|^2+2\,\mathrm{Re}\!\left[r_{01}^*(1-r_{01}^2)\,p\right].
\]

The second term has the form \(D\,e^{-(k/n)\phi}\cos(\phi+c)\), with constants \(D\) and \(c\). Its derivative vanishes where \(\tan(\phi+c)=-k/n\), a condition that repeats every \(\pi\) in \(\phi\). Successive turning points therefore lie at the same place in their half-fringes, and their distances from \(|r_{01}|^2\) shrink by \(e^{-\pi k/n}\) each time, or by \(q\) per fringe. The reflectance fringe follows the simple law when the second-order terms are negligible beside the first-order one. Their ratio is of order \(|p|/|r_{01}|\) at most, so it suffices that \(|p|\ll|r_{01}|\): the returned beam must be weak compared with the front-face reflection. Weak absorption alone does not ensure this. The peak-to-valley height is less demanding: part (b) shows that the second-order terms cancel in it, which leaves a relative correction of order \(|p|^2\).

### (b) All multiple reflections

Write \(\rho=|r_{01}|\) and \(x=|p|\). For \(k\to0\) and \(n>n_s\), \(r_{01}=-\rho\) and \(r_{12}>0\), so \(p=xe^{i\phi}\) and

\[
R=\frac{\rho^2+x^2-2\rho x\cos\phi}{1+\rho^2x^2-2\rho x\cos\phi},
\qquad
1-R=\frac{(1-\rho^2)(1-x^2)}{1+\rho^2x^2-2\rho x\cos\phi}.
\]

At fixed \(x\), the second form shows that \(R\) is largest at \(\cos\phi=-1\) and smallest at \(\cos\phi=+1\). Both fractions are then ratios of perfect squares:

\[
\sqrt{R_{\max}}=\frac{\rho+x}{1+\rho x},\qquad
\sqrt{R_{\min}}=\frac{\rho-x}{1-\rho x}\qquad(x<\rho).
\]

The condition \(x<\rho\) holds here, because \(1<n_s<n\) makes \((n-n_s)/(n+n_s)\) smaller than \((n-1)/(n+1)\). These are the addition formulas of the hyperbolic tangent, so

\[
\operatorname{artanh}\sqrt{R}=\operatorname{artanh}\rho\pm\operatorname{artanh}x,
\]

with the plus sign at maxima. In this variable the two faces contribute additively. The turning points are at \(\phi=j\pi\), odd \(j\) being maxima, and there

\[
x_j=|r_{12}|\,e^{-\pi kj/n}.
\]

A small \(k\) disturbs this result in two ways.

- **Phases of the coefficients.** Let \(r_{01}=-\rho e^{i\delta}\), and let \(\phi'\) be the full phase of \(p\), including that of \(r_{12}\). The cosines in the numerator and denominator of \(R\) become \(\cos(\phi'-\delta)\) and \(\cos(\phi'+\delta)\). At \(\phi'=j\pi\) both equal \((-1)^j\cos\delta\), which differs from \(\pm1\) by order \(\delta^2\), and \(\delta\) is of order \(k\).
- **Shift of the turning points.** The phase of \(r_{12}\), the phase \(\delta\) and the decay of \(x\) move each turning point by some \(\varepsilon\) of order \(k\) in phase. Near a turning point \(R\) changes with phase by terms of order \(\varepsilon^2\) and \(\delta\varepsilon\), while \(x\) changes by the fraction \((k/n)\varepsilon\). All of these are of order \(k^2\).

The additive law therefore has an error of order \(k^2\). A numerical test with \(n=4\), \(n_s=1.5\) and the first four turning points bears this out: on halving \(k\) from 0.02 to 0.01, the largest error in \(\operatorname{artanh}\sqrt R\) falls by a factor of 3.95.

The peak-to-valley height \(H=R_{\max}-R_{\min}\) at given \(x\) follows by factoring the difference of squares:

\[
\sqrt{R_{\max}}-\sqrt{R_{\min}}=\frac{(\rho+x)(1-\rho x)-(\rho-x)(1+\rho x)}{1-\rho^2x^2}=\frac{2x(1-\rho^2)}{1-\rho^2x^2},
\]

\[
\sqrt{R_{\max}}+\sqrt{R_{\min}}=\frac{(\rho+x)(1-\rho x)+(\rho-x)(1+\rho x)}{1-\rho^2x^2}=\frac{2\rho(1-x^2)}{1-\rho^2x^2},
\]

\[
H=\frac{4\rho x(1-\rho^2)(1-x^2)}{(1-\rho^2x^2)^2}.
\]

Taking the logarithm and differentiating with respect to \(\ln x\),

\[
F=\frac{d\ln H}{d\ln x}=1-\frac{2x^2}{1-x^2}+\frac{4\rho^2x^2}{1-\rho^2x^2}
\approx1-2x^2(1-2\rho^2).
\]

The local fall of the height per fringe is about \(e^{-2\pi kF/n}\). As \(x\to0\), \(F\to1\) and the simple law returns. For small \(x\) and \(\rho^2<1/2\), \(F\) is below one: the fringes fade more slowly than the law says, and a \(k\) read from their heights comes out too small. For \(\rho^2>1/2\) the leading error has the opposite sign.

### (c) Recovery from turning points

Define \(u_j=\operatorname{artanh}\sqrt{R_j}\), \(U=\operatorname{artanh}\rho\) and \(v_j=\operatorname{artanh}x_j\). Part (b) says

\[
u_j=U-(-1)^jv_j .
\]

A maximum and a minimum occur at different thicknesses, so each point is compared with the mean of its two neighbours, \(m_j=(u_{j-1}+u_{j+1})/2\). With \(\bar v_j=(v_{j-1}+v_{j+1})/2\),

\[
m_j=U+(-1)^j\bar v_j,\qquad
\frac{|u_j-m_j|}{2}=\frac{v_j+\bar v_j}{2},\qquad
\frac{u_j+m_j}{2}=U-(-1)^j\,\frac{v_j-\bar v_j}{2}.
\]

For small \(x\), \(v_j\) is nearly geometric with ratio \(e^{-s}\), where \(s=\pi k/n\). Then \(\bar v_j=v_j\cosh s\), and the middle expression is \(v_j(1+\cosh s)/2\approx v_j(1+s^2/4)\). This constant factor does not alter a logarithmic slope. In the last expression the error is \((-1)^js^2v_j/4\), which alternates in sign and largely cancels in an average over an even number of points. Thus

\[
x_j\approx\tanh\frac{|u_j-m_j|}{2},\qquad
\operatorname{artanh}\rho\approx\left\langle\frac{u_j+m_j}{2}\right\rangle .
\]

A straight line through \(\ln x_j\) against \(j\) has slope \(-\pi k/n\). With \(k^2\) neglected, \(\rho=(n-1)/(n+1)\), so

\[
n=\frac{1+\rho}{1-\rho},\qquad k=-\frac{n}{\pi}\times\text{slope}.
\]

Neither thickness nor time enters. As written, the procedure needs \(R\) on an absolute scale. If \(n_s\) is known, the intercept of the line at \(j=0\) should agree with \(\ln|r_{12}|\), and this provides a check on the scale; for the example of part (d) it is good to about 1%.

If \(n_s>n\), \(r_{12}\) changes sign, so growth starts at a maximum and the parities interchange. If also \(n_s>n^2\), then \(|r_{12}|>\rho\), and in a thin film the minima have \(x>\rho\). There the negative root of \(R\) must be used in \(u_j\), until \(x\) has decayed below \(\rho\).

### (d) The synthetic trace

For \(j=2\) the three values needed are

\[
u_1=\operatorname{artanh}\sqrt{0.6641}=1.1415,\quad
u_2=\operatorname{artanh}\sqrt{0.0763}=0.2836,\quad
u_3=\operatorname{artanh}\sqrt{0.6229}=1.0694 .
\]

Hence \(m_2=(1.1415+1.0694)/2=1.1055\) and

\[
x_2=\tanh\frac{1.1055-0.2836}{2}=\tanh0.4109=0.389 .
\]

The same steps give \(x_{14}=0.1519\). These two points lie twelve half-fringes apart and already give the slope

\[
\frac{\ln(0.1519/0.3893)}{12}=-0.0784 .
\]

A least-squares line through all fourteen interior points has slope \(-0.07843\) (from the unrounded readings; the four-digit table gives \(-0.07842\)). The factor per fringe is \(e^{-2\times0.07843}=0.855\), and

\[
\frac kn=\frac{0.07843}{\pi}=0.02497 .
\]

The average of \((u_j+m_j)/2\) gives \(\rho=0.6002\), from which \(n=4.003\). Therefore

\[
k=4.003\times\frac{0.07843}{\pi}=0.0999 .
\]

The trace was made with \(n=4.0\) and \(k=0.10\), for which \(e^{-2\pi k/n}=0.8546\). Over 200 fresh draws of the noise, the method gives \(k=0.1001\) with a standard deviation of 0.0001. The mean index is 4.004 rather than 4.000. Most of this small offset comes from dropping \(k^2\) in \(\rho\): the full value is \(\rho=\sqrt{(3^2+0.1^2)/(5^2+0.1^2)}=0.6002\), which the formula for \(n\) reads as 4.003.

The simple law can be applied to the same turning points by taking the height as \(|R_j-(R_{j-1}+R_{j+1})/2|\) and fitting its logarithm. With the same recovered \(n\), this gives \(k=0.0956\), about 4% below the true value. Part (b) predicts the sign, since \(\rho^2=0.36\). At the start of growth \(x=|r_{12}|=0.455\) and

\[
F=1-\frac{2(0.207)}{1-0.207}+\frac{4(0.360)(0.207)}{1-(0.360)(0.207)}=0.80 .
\]

Without noise, the height ratio from \(j=2\) to \(j=4\) is 0.869. From \(j=13\) to \(j=15\), where \(x\) is near 0.15, it is 0.857, close to the limiting 0.855. If the simple law is used, late fringes serve it better than early ones, so long as they stand clear of the noise.

Once \(n\) is known, the trace also yields the growth rate. The maxima \(j=1\) and \(j=15\) were read at 161 s and 2435 s, so seven fringes took 2274 s. One fringe is \(650/(2\times4.003)=81.2\) nm, and the mean rate is \(7\times81.2/2274=0.250\) nm/s, the value used to make the trace. A steady rate is not required for finding \(k\). When the rate rises during growth by 40% of its starting value, with the final thickness held fixed and no noise, the result is 0.1001, as for a steady rate.

Two limits mark the useful range. The interference amplitude falls to \(1/e\) in \(n/(2\pi k)=6.4\) fringes, or \(\lambda/(4\pi k)=517\) nm. With much smaller \(k\), effects that imitate absorption take over: for a film with \(k=0.01\), the ±1% thickness spread considered in part (e) raises the recovered value to about 0.017. With \(k\) comparable to \(n\), as in many metals, \(q\) is near \(e^{-2\pi}\approx0.002\): hardly a fringe survives, and the small-\(k\) treatment of the turning points fails.

### (e) Comparison with a real deposition

The parameters are round numbers in the rough regime of plasma deposition of an amorphous semiconductor on glass, watched with a red laser. They do not describe a particular material. Real films depart from the model in uniformity, smoothness and temperature, and real measurements in calibration and stray light. Each effect below was added alone to the noise-free trace, which by itself gives \(n=4.004\) and \(k=0.1001\), and the result was analysed as before.

| Added effect | \(n\) | \(k\) |
|---|---|---|
| Bare glass back face, 4% reflection | 4.064 | 0.0984 |
| Thickness spread of ±1% over the spot | 4.015 | 0.1041 |
| Surface roughness growing to 3 nm | 4.001 | 0.1007 |
| Reflectance scale 1% too high | 4.047 | 0.1012 |

The back-face light was added as intensity, without interference. The roughness was treated by a scalar model in which it reduces the coherent amplitudes at the front face, and the entering and leaving passes are damped independently. If the bumps are so wide that light enters and leaves through the same one, the two phase shifts add. The exponent of the loss in the returned beam then doubles, and the recovered \(k\) in specular reflection is about 0.1014 instead of 0.1007. Roughness much finer than the wavelength is usually described by a thin layer of intermediate index, and the shifts in \(n\) and \(k\) can then differ in size and sign from those in the table.

Among these four cases the thickness spread moves \(k\) most, by 4%. If the thickness varies uniformly within a fraction \(\pm\eta\) over the spot, the phase varies by \(\pm\eta\phi\). To first order in \(x\), averaging the cosine multiplies the fringe by

\[
\frac{\sin\eta\phi}{\eta\phi}\approx1-\frac{\eta^2\phi^2}{6}.
\]

With \(\phi=j\pi\), this adds \(-\eta^2\pi^2j^2/6\) to \(\ln x_j\). A line fitted to \(j^2\) at equally spaced points has slope \(2\bar\jmath\), where \(\bar\jmath\) is the mean of \(j\), here 8.5. The added slope is therefore

\[
-\frac{\eta^2\pi^2\bar\jmath}{3}=-\frac{10^{-4}\times9.87\times8.5}{3}=-0.0028,
\]

or 3.6% of the absorption slope 0.0785. The slight rise in \(n\) supplies most of the rest. The estimate is first order in \(x\) and falls short when \(x\) stays large: for \(k=0.01\), where \(x\) remains between 0.40 and 0.45, the added slope is \(-0.0049\) rather than \(-0.0028\). Thickness spread thus imitates absorption, but its contribution to \(\ln x_j\) curves downward with \(j\), whereas that of a constant \(k\) is straight.

Temperature can matter far more if the result is to be used for a finished device, because the trace measures \(k\) at the deposition temperature. As a rough model, let the absorption near the edge vary as \((E-E_g)^2\), where \(E=1.907\) eV is the photon energy. Take a gap of 1.60 eV during growth, widening to 1.69 eV after cooling by 225 K. Then

\[
k_{\rm cold}\approx0.10\left(\frac{1.907-1.69}{1.907-1.60}\right)^2=0.05 .
\]

With these assumed values \(k\) halves on cooling, a change far larger than the errors in the table. The growth trace then gives a sound \(k\) for the hot film, and a room-temperature value needs a separate measurement. The numerical output below lists the readings and results.

## Values computed for the example and the checks

```
Inputs: n=4.0, k=0.1, ns=1.5, wavelength=650.0 nm
Growth rate 0.25 nm/s, 1 reading/s, noise in R 0.001
Fringe thickness 81.25 nm, final thickness 674.2 nm
Absorption coefficient 4 pi k/lam = 1.933e+04 1/cm
rho = 0.6002, |r12| = 0.4548
Law exp(-2 pi k/n) = 0.8546 per fringe
Returned intensity factor exp(-4 pi k/n) = 0.7304 per fringe
Noise-free height ratio, points 2 to 4: 0.8686
Noise-free height ratio, points 13 to 15: 0.8565
Slope factor F at |r12|: 0.800
Turning-point law error, k=0.02 over k=0.01: 3.951
Noisy trace: j, time (s), R, recovered x
   1     161  0.6641  -
   2     324  0.0763  0.3893
   3     487  0.6229  0.3599
   4     649  0.1121  0.3328
   5     813  0.5870  0.3078
   6     974  0.1453  0.2845
   7    1138  0.5555  0.2629
   8    1300  0.1754  0.2430
   9    1460  0.5283  0.2249
  10    1624  0.2011  0.2079
  11    1784  0.5041  0.1919
  12    1949  0.2239  0.1776
  13    2110  0.4842  0.1644
  14    2274  0.2436  0.1519
  15    2435  0.4665  0.1405
  16    2599  0.2603  -
Slope of ln x per turning point: -0.07843
Recovered factor per fringe: 0.8548
Recovered n = 4.0030, k = 0.09994
k from plain fringe heights = 0.09564
200 noise draws: n = 4.0040 +- 0.0007
200 noise draws: k = 0.10006 +- 0.00013
Noise-free: n = 4.0038, k = 0.10009
Growth rate rising by 40 % of its start value: k = 0.10011
Neglected effects (noise-free, same analysis):
  back face, R=0.040: n = 4.064, k = 0.0984
  thickness spread +-1 %: n = 4.015, k = 0.1041
  roughness to 3.0 nm: n = 4.001, k = 0.1007
  R scale 1 % high: n = 4.047, k = 0.1012
  photon 1.907 eV, gap 1.60 eV hot, 1.69 eV after cooling 225 K
  k after cooling (rough edge model) = 0.050
```
